**Overhauser enhancement from dipolar and scalar relaxation**

The program tests the steady-state enhancement E = 1 + ξ f s γ_S/γ_I, which equals 1 − ξ f s |γ_S|/γ_I for a nucleus with γ_I > 0. Here ξ is the coupling factor, f the leakage factor, s the electron saturation factor, and γ_S and γ_I are the electron and nuclear gyromagnetic ratios. It asserts the dipolar orientation averages by quadrature, and the relaxation and cross-relaxation rates by a stochastic Liouville equation with random jumps, for dipolar, scalar and mixed coupling. It also asserts the dipolar limit ξ = 1/2, the algebra behind that value as an upper bound, and the saturation factor from the Bloch equations. The enhancement is compared with the steady populations of a four-level master equation with full Boltzmann factors, including a fictitious nucleus of negative γ_I. For the model proton solution at 0.35 T the output gives E ≈ −189 for dipolar, +518 for scalar and +85 for combined coupling. The field table shows the dipolar enhancement falling through ξ and the scalar enhancement falling through f.

## Program and output

```python
"""Overhauser enhancement of a nucleus I=1/2 by an electron S=1/2 in a liquid.

Result under test:  E = <Iz>/I0 = 1 + xi*f*s*gamma_S/gamma_I
which is 1 - xi*f*s*|gamma_S|/gamma_I for a nucleus with gamma_I > 0.
  xi = sigma/rho        coupling factor, rho = w0+2*w1+w2, sigma = w2-w0
  f  = rho/(rho+rho0)   leakage factor, rho0 = 1/T10 (relaxation without radical)
  s  = (S0-<Sz>)/S0     saturation factor of the electron
  w0, w1, w2            flip-flop, nuclear single-flip and double-flip rates
Limits: xi = 1/2 (dipolar, extreme narrowing) and xi = -1 (scalar).
Larmor frequencies are signed, omega = -gamma*B; couplings are in rad/s.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import expm, logm

mp.mp.dps = 40
hbar, kB = const.hbar, const.k
gamma_S = -const.physical_constants["electron gyromag. ratio"][0]
gamma_p = const.physical_constants["proton gyromag. ratio"][0]
ratio = abs(gamma_S) / gamma_p

# ---------- derived formulas ----------
def spectral(omega, tau):
    return 2 * tau / (1 + (omega * tau) ** 2)

def dipolar_rates(d, tau, wI, wS):
    return np.array([d**2 * spectral(wI - wS, tau) / 20,
                     3 * d**2 * spectral(wI, tau) / 40,
                     3 * d**2 * spectral(wI + wS, tau) / 10])

def scalar_rates(A, tau, wI, wS):
    return np.array([A**2 * spectral(wI - wS, tau) / 4, 0.0, 0.0])

def rho_sigma(w):
    return w[0] + 2 * w[1] + w[2], w[2] - w[0]

def coupling_factor(w):
    rho, sigma = rho_sigma(w)
    return sigma / rho

# ---------- spin operators, basis ++, +-, -+, -- (nucleus first) ----------
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
I_ops = [np.kron(m, one) for m in (sx, sy, sz)]
S_ops = [np.kron(one, m) for m in (sx, sy, sz)]
I_dot_S = sum(a @ b for a, b in zip(I_ops, S_ops))

def dipolar_shape(n):
    In = sum(c * m for c, m in zip(n, I_ops))
    Sn = sum(c * m for c, m in zip(n, S_ops))
    return I_dot_S - 3 * In @ Sn

# ---------- orientation averages of squared matrix elements ----------
nodes, weights = np.polynomial.legendre.leggauss(8)
mean_sq = np.zeros((4, 4))
for c, wt in zip(nodes, weights):
    for phi in 2 * np.pi * np.arange(12) / 12:
        q = np.sqrt(1 - c * c)
        h = dipolar_shape((q * np.cos(phi), q * np.sin(phi), c))
        mean_sq += wt / 2 / 12 * abs(h) ** 2
avg0, avg1, avg2 = mean_sq[1, 2], mean_sq[0, 2], mean_sq[0, 3]
assert np.allclose([avg0, avg1, mean_sq[1, 3], avg2],
                   [1 / 20, 3 / 40, 3 / 40, 3 / 10], atol=1e-12)

# ---------- stochastic Liouville equation: random jumps, time unit tau ----------
def jump_relaxation(couplings, wI, wS):
    """Return rho and sigma from the averaged dynamics of Iz and Sz."""
    n = len(couplings)
    L = np.kron(np.ones((n, n)) / n - np.eye(n), np.eye(16)).astype(complex)
    for j, h in enumerate(couplings):
        H = wI * I_ops[2] + wS * S_ops[2] + h
        block = slice(16 * j, 16 * j + 16)
        L[block, block] += -1j * (np.kron(H, np.eye(4)) - np.kron(np.eye(4), H.T))
    obs = np.array([I_ops[2].ravel(), S_ops[2].ravel()]).T
    start = np.tile(obs, (n, 1))
    step = 40.0
    P = expm(L * step)
    early = P @ start
    late = np.linalg.matrix_power(P, 5) @ early
    M1 = (start.conj().T @ early / n).real
    M2 = (start.conj().T @ late / n).real
    R = -logm(M2 @ np.linalg.inv(M1)).real / (5 * step)
    return R[0, 0], R[0, 1]

golden = (1 + 5**0.5) / 2
axes = []
for sign in (1, -1):
    v = np.array([0, 1, sign * golden]) / np.sqrt(1 + golden**2)
    axes += [np.roll(v, k) for k in range(3)]
g, wI_t, wS_t = 0.01, 0.2, -1.4
dip_set = [g * dipolar_shape(n) for n in axes]
sca_set = [g * I_dot_S, -g * I_dot_S]
mix_set = [a + b for a in dip_set for b in sca_set]
w_dip_t = dipolar_rates(g, 1.0, wI_t, wS_t)
w_sca_t = scalar_rates(g, 1.0, wI_t, wS_t)
jump_report = []
for name, hset, w in (("dipolar", dip_set, w_dip_t), ("scalar", sca_set, w_sca_t),
                      ("mixed", mix_set, w_dip_t + w_sca_t)):
    found = jump_relaxation(hset, wI_t, wS_t)
    assert np.allclose(found, rho_sigma(w), rtol=1e-3, atol=0), name
    jump_report.append((name, found[1] / found[0], coupling_factor(w)))

# ---------- limits and the upper bound 1/2 ----------
assert abs(coupling_factor(dipolar_rates(1, 1, 1e-8, -1e-5)) - 0.5) < 1e-8
a, k = sp.symbols("a k", positive=True)
J1, J0, J2 = 1 / (1 + a), 1 / (1 + (k + 1)**2 * a), 1 / (1 + (k - 1)**2 * a)
numerator = (J1 + J0 - 2 * J2) * (1 + a) * (1 + (k + 1)**2 * a) * (1 + (k - 1)**2 * a)
assert sp.simplify(numerator - a * (k * (k - 6) + k * (k**3 - 3 * k - 6) * a)) == 0
for kk in (7.0, ratio):
    for x in np.logspace(-2, 2, 200):
        assert coupling_factor(dipolar_rates(1, 1, x / kk, -x)) < 0.5
xi_k5 = coupling_factor(dipolar_rates(1, 1, 0.05, -0.25))
assert xi_k5 > 0.5

# ---------- worked example: round model parameters ----------
B, T = 0.35, 300.0
r, fraction, tau_d = 0.3e-9, 1e-3, 20e-12
T10, T1e, T2e, B1 = 2.5, 200e-9, 200e-9, 1e-4
A, tau_s = 2 * np.pi * 5e6, 5e-12
rho0 = 1 / T10
d = const.mu_0 / (4 * np.pi) * gamma_p * abs(gamma_S) * hbar / r**3
w1_mw = abs(gamma_S) * B1
sat = w1_mw**2 * T1e * T2e
s = sat / (1 + sat)

# Saturation from the steady Bloch equations on resonance, field along x
bloch = np.array([[-1 / T2e, 0, 0], [0, -1 / T2e, w1_mw], [0, -w1_mw, -1 / T1e]])
Mz = np.linalg.solve(bloch, [0, 0, -1 / T1e])[2]
assert abs((1 - Mz) - s) < 1e-10

def four_level(gamma_I, w):
    """Enhancement from the steady populations with full Boltzmann factors."""
    states = [(i, j) for i in (0.5, -0.5) for j in (0.5, -0.5)]
    energy = [-mp.mpf(hbar * B / (kB * T)) * (mp.mpf(gamma_I) * i + mp.mpf(gamma_S) * j)
              for i, j in states]
    K = mp.zeros(4, 4)
    for p, (i, j) in enumerate(states):
        for q, (i2, j2) in enumerate(states):
            if p == q:
                continue
            pump = 0.0
            if j == j2:
                rate = w[1] + rho0 / 2
            elif i == i2:
                rate, pump = 1 / (2 * T1e), w1_mw**2 * T2e / 2
            else:
                rate = w[2] if i == j else w[0]
            flow = mp.mpf(rate) * mp.exp((energy[p] - energy[q]) / 2) + mp.mpf(pump)
            K[q, p] += flow
            K[p, p] -= flow
    for p in range(4):
        K[3, p] = 1
    pop = mp.lu_solve(K, mp.matrix([0, 0, 0, 1]))
    boltz = [mp.exp(-e) for e in energy]
    Iz = sum(st[0] * pop[p] for p, st in enumerate(states))
    I0 = sum(st[0] * b for st, b in zip(states, boltz)) / sum(boltz)
    return float(Iz / I0)

def enhancement(gamma_I, w):
    rho, sigma = rho_sigma(w)
    f = rho / (rho + rho0)
    return sigma / rho, f, 1 + sigma / rho * f * s * gamma_S / gamma_I

wI, wS = -gamma_p * B, -gamma_S * B
w_dip = fraction * dipolar_rates(d, tau_d, wI, wS)
w_sca = fraction * scalar_rates(A, tau_s, wI, wS)
w_neg = fraction * dipolar_rates(d, tau_d, -wI, wS)
cases = [("dipolar", gamma_p, w_dip), ("scalar", gamma_p, w_sca),
         ("mixed", gamma_p, w_dip + w_sca), ("dipolar, gamma_I<0", -gamma_p, w_neg)]
case_report = []
for name, gam, w in cases:
    xi, f, E = enhancement(gam, w)
    E4 = four_level(gam, w)
    assert abs(E4 / E - 1) < 1e-4, (name, E4, E)
    case_report.append((name, rho_sigma(w), xi, f, E, E4))
assert case_report[0][4] < 0 < case_report[1][4] and case_report[3][4] > 0

# ---------- printed numbers ----------
print(f"|gamma_S|/gamma_p = {ratio:.2f}")
print(f"ceiling E, xi=1/2, f=s=1: {1 - ratio / 2:.1f}")
print(f"ceiling E, xi=-1, f=s=1: {1 + ratio:.1f}")
print(f"orientation averages w0,w1,w2 (units d^2): {avg0:.4f} {avg1:.4f} {avg2:.4f}")
print(f"jump model: coupling*tau={g}, omega_I*tau={wI_t}, omega_S*tau={wS_t}")
for name, x_num, x_for in jump_report:
    print(f"  {name}: xi jump model {x_num:.5f}, formula {x_for:.5f}")
print(f"k=5, omega_I*tau=0.05: dipolar xi = {xi_k5:.5f}")
print(f"inputs: B={B} T, T={T:.0f} K, r={r*1e9:.1f} nm, fraction={fraction}")
print(f"inputs: tau_dip={tau_d*1e12:.0f} ps, tau_sca={tau_s*1e12:.0f} ps, T10={T10} s")
print(f"inputs: T1e={T1e*1e9:.0f} ns, T2e={T2e*1e9:.0f} ns, B1={B1*1e3:.1f} mT")
print(f"input: A/(2 pi) = {A/(2*np.pi)/1e6:.1f} MHz")
print(f"|omega_S| = {abs(wS):.4e} rad/s, |omega_I| = {abs(wI):.4e} rad/s")
print(f"|omega_S|*tau_dip = {abs(wS)*tau_d:.4f}")
print(f"|omega_S|*tau_sca = {abs(wS)*tau_s:.4f}")
print(f"d = {d:.4e} rad/s, d*tau_dip = {d*tau_d:.2e}")
print(f"A*tau_sca = {A*tau_s:.2e}")
print(f"omega_1 = {w1_mw:.4e} rad/s, omega_1*tau_dip = {w1_mw*tau_d:.2e}")
print(f"omega_1^2 T1e T2e = {sat:.3f}, s = {s:.4f}")
print("dipolar w0,w1,w2 = " + " ".join(f"{x:.4f}" for x in w_dip) + " 1/s")
print(f"scalar w0 = {w_sca[0]:.4f} 1/s, rho0 = {rho0:.2f} 1/s")
for name, (rho, sigma), xi, f, E, E4 in case_report:
    print(f"{name}: rho={rho:.4f} 1/s, sigma={sigma:.4f} 1/s, xi={xi:.4f}, f={f:.4f}")
    print(f"  E formula = {E:.2f}, E four-level = {E4:.2f}")
print("field table (s=1): B/T, xi_dip, f_dip, E_dip, f_sca, E_sca")
for field in (0.01, 0.1, 0.35, 1.0, 3.4, 9.4):
    a_I, a_S = -gamma_p * field, -gamma_S * field
    wd = fraction * dipolar_rates(d, tau_d, a_I, a_S)
    ws = fraction * scalar_rates(A, tau_s, a_I, a_S)
    fd = rho_sigma(wd)[0] / (rho_sigma(wd)[0] + rho0)
    fs = rho_sigma(ws)[0] / (rho_sigma(ws)[0] + rho0)
    xd, xs = coupling_factor(wd), coupling_factor(ws)
    print(f"  {field:5.2f} {xd:.4f} {fd:.4f} {1-xd*fd*ratio:8.2f}"
          f" {fs:.4f} {1-xs*fs*ratio:8.2f}")
print("tests ok")
```

Output:

```
|gamma_S|/gamma_p = 658.21
ceiling E, xi=1/2, f=s=1: -328.1
ceiling E, xi=-1, f=s=1: 659.2
orientation averages w0,w1,w2 (units d^2): 0.0500 0.0750 0.3000
jump model: coupling*tau=0.01, omega_I*tau=0.2, omega_S*tau=-1.4
  dipolar: xi jump model 0.38725, formula 0.38725
  scalar: xi jump model -1.00000, formula -1.00000
  mixed: xi jump model 0.11007, formula 0.11006
k=5, omega_I*tau=0.05: dipolar xi = 0.50126
inputs: B=0.35 T, T=300 K, r=0.3 nm, fraction=0.001
inputs: tau_dip=20 ps, tau_sca=5 ps, T10=2.5 s
inputs: T1e=200 ns, T2e=200 ns, B1=0.1 mT
input: A/(2 pi) = 5.0 MHz
|omega_S| = 6.1630e+10 rad/s, |omega_I| = 9.3633e+07 rad/s
|omega_S|*tau_dip = 1.2326
|omega_S|*tau_sca = 0.3082
d = 1.8399e+07 rad/s, d*tau_dip = 3.68e-04
A*tau_sca = 1.57e-04
omega_1 = 1.7609e+07 rad/s, omega_1*tau_dip = 3.52e-04
omega_1^2 T1e T2e = 12.403, s = 0.9254
dipolar w0,w1,w2 = 0.2683 1.0156 1.6154 1/s
scalar w0 = 2.2528 1/s, rho0 = 0.40 1/s
dipolar: rho=3.9148 1/s, sigma=1.3472 1/s, xi=0.3441, f=0.9073
  E formula = -189.17, E four-level = -189.17
scalar: rho=2.2528 1/s, sigma=-2.2528 1/s, xi=-1.0000, f=0.8492
  E formula = 518.26, E four-level = 518.26
mixed: rho=6.1677 1/s, sigma=-0.9056 1/s, xi=-0.1468, f=0.9391
  E formula = 84.99, E four-level = 84.99
dipolar, gamma_I<0: rho=3.9099 1/s, sigma=1.3403 1/s, xi=0.3428, f=0.9072
  E formula = 190.42, E four-level = 190.42
field table (s=1): B/T, xi_dip, f_dip, E_dip, f_sca, E_sca
   0.01 0.4998 0.9442  -309.62 0.8605   567.38
   0.10 0.4822 0.9398  -297.30 0.8596   566.78
   0.35 0.3441 0.9073  -204.51 0.8492   559.96
   1.00 0.1063 0.8564   -58.92 0.7763   511.97
   3.40 0.0114 0.8376    -5.29 0.3818   252.30
   9.40 0.0015 0.8354     0.16 0.0813    54.52
tests ok
```
